# Same-Mode Backscattering from Meandering and Width-Varying Slab Waveguide Walls, part 2

The problem is how much light a slab waveguide with slightly displaced walls sends back, and whether the displacement of each wall or the change in width decides it. The slab has index \(n_1\) and width \(d=2a\), in a medium of index \(n_2<n_1\), with \(\Delta=n_1^2-n_2^2\). Here \(x\) runs across it and \(z\) along it. The walls lie at \(x=a+f_+(z)\) and \(x=-a+f_-(z)\), and the width change is \(w=f_+-f_-\). A meander has \(f_+=f_-=h\); a symmetric width change has \(f_+=-f_-\).

The electric field \(E\) is parallel to the walls, with time factor \(e^{-i\omega t}\) and \(k_0=\omega/c\). The guided mode is \(\phi(x)e^{i\beta z}\), with transverse wavenumber \(\kappa\) in the core, decay rate \(\gamma\) outside and \(N=\int\phi^2dx\). The permittivity change \(\delta\varepsilon\) occupies thin strips at the walls. Projecting the wave equation on \(\phi\) gives, for the mode amplitude \(A(z)\),

\[
A''+\beta^2A=-\frac{k_0^2}{N}\int\phi\,\delta\varepsilon\,E\,dx .
\]

For unit incident amplitude, \(r\) is the amplitude reflected into the same mode and \(|r|^2\) the reflected power fraction. To first order

\[
r_1=iK\int_{-\infty}^{\infty}w(z)\,e^{2i\beta z}dz,
\qquad
K=\frac{k_0^2\Delta\,\phi(a)^2}{2\beta N}>0 .
\]

A meander therefore has \(r_1=0\). By mirror symmetry its full amplitude obeys \(r[h]=r[-h]\), which permits a second-order term. For scattering into a mode of opposite parity, \(f_+-f_-\) is replaced by \(f_++f_-=2h\), and a first-order term is allowed.

For a width change of constant size over a length \(\ell\),

\[
\left|\int_0^\ell e^{2i\beta z}dz\right|=\frac{|\sin\beta\ell|}{\beta},
\]

which is largest at \(\ell=\pi/(2\beta)\).

The example has \(n_1=3.5\), \(n_2=1.45\), \(d=220\) nm and a vacuum wavelength of 1550 nm. Lengths are in nm, wavenumbers in \(\text{nm}^{-1}\) and \(K\) in \(\text{nm}^{-2}\); power rates are also given in \(\text{cm}^{-1}\) and dB/cm.

## Second half: size of the effects and real walls

The notation carried over is as follows. A slab of width \(d=2a\), index \(n_1\) and surrounding index \(n_2\) has walls displaced by \(f_+\) and \(f_-\), both counted positive towards positive \(x\). The width change is \(w=f_+-f_-\), and a meander has \(f_+=f_-=h\). The electric field is parallel to the walls, \(k_0\) is the vacuum wavenumber, \(\beta\) the propagation constant, \(\kappa\) the transverse wavenumber in the core and \(\gamma\) the decay rate outside. With \(\Delta=n_1^2-n_2^2\), one has \(\kappa^2+\gamma^2=k_0^2\Delta\). The first-order amplitude reflected into the same mode is

\[
r_1=iK\int w\,e^{2i\beta z}dz,\qquad
K=\frac{\kappa^2}{\beta(d+2/\gamma)}=\frac{d\beta}{dd}.
\]

For an example take \(n_1=3.5\), \(n_2=1.45\), \(d=220\) nm and a vacuum wavelength of 1550 nm. These round numbers lie in the regime of a tall, narrow silicon wall clad in oxide. The fundamental mode has \(\beta=0.011643\ \text{nm}^{-1}\), \(\kappa=0.008108\ \text{nm}^{-1}\) and \(\gamma=0.010050\ \text{nm}^{-1}\). Hence \(2/\gamma=199\) nm and

\[
K=\frac{(0.008108)^2}{0.011643\times419}\ \text{nm}^{-2}
=1.348\times10^{-5}\ \text{nm}^{-2}.
\]

The overlap integral and a finite difference of \(\beta\) with respect to width give the same value to all six printed digits.

Suppose first that both walls are displaced by a constant amount \(h\) over the length that reflects most, \(\ell=\pi/(2\beta)=134.9\) nm. If they move apart, \(w=2h\), and

\[
|r_1|=\frac{2Kh}{\beta}=2.315\times10^{-3}\,\frac{h}{1\ \text{nm}} .
\]

A full-wave solution that does not assume small displacements gives \(2.295\times10^{-3}\) at \(h=1\) nm and \(8.949\times10^{-3}\) at 4 nm. The latter is 3.3 to 3.4% below the first-order value. Half the difference between the amplitudes for \(h=1\) nm and \(h=-1\) nm removes the second-order part. This complex slope agrees with the formula to \(2.4\times10^{-4}\), relative to the formula.

If the walls move together over the same length, the reflected amplitudes are \(2.551\times10^{-5}\), \(1.020\times10^{-4}\) and \(4.080\times10^{-4}\) for \(h=1\), 2 and 4 nm. These small second-order values are not converged in the finite basis: they lie about 1.7% above the converged amplitudes, \(2.51\times10^{-5}\) at 1 nm and \(4.01\times10^{-4}\) at 4 nm, so their last digits should not be relied on. Each doubling of \(h\) multiplies the amplitude by four, so the linear term is absent and a quadratic one remains. At 1 nm the meander amplitude is about 1.1% of the width amplitude; at 4 nm it is about 4.5%.

The same jog also radiates. At \(h=1\) nm the meander loses a fraction of about \(5\times10^{-5}\) of the power in this way (\(5.1\times10^{-5}\) in the finite basis, \(5.0\times10^{-5}\) when converged). That is about ten times the power reflected by the width jog, \((2.295\times10^{-3})^2=5.3\times10^{-6}\).

A 400 nm slab also carries an odd mode. For a meander jog 100 nm long with \(h=1\) nm, the odd mode reflects into itself with amplitude about \(1.1\times10^{-5}\). The even mode reflects into the odd one with amplitude \(1.69\times10^{-3}\), both for modes normalized to equal \(\int\phi^2dx\). The cancellation belongs to the return into the same mode, for either parity.

Equal claddings are sufficient for the first-order cancellation, but for this polarization they are not necessary. Let the claddings above and below have indices \(n_\pm\) and decay rates \(\gamma_\pm\). In the core the mode is a sinusoid of some amplitude \(B\), so \(\phi^2+(\phi'/\kappa)^2=B^2\), where the prime means \(d/dx\). At the walls \(|\phi'|=\gamma_\pm|\phi|\), and therefore

\[
k_0^2(n_1^2-n_\pm^2)\,\phi(\pm a)^2
=(\kappa^2+\gamma_\pm^2)\frac{B^2\kappa^2}{\kappa^2+\gamma_\pm^2}
=B^2\kappa^2 .
\]

The wall with the larger index contrast has the weaker field, and the products are equal. This is the algebraic form of the fact that a rigid sideways shift leaves \(\beta\) unchanged. With the lower cladding replaced by a medium of index 1, the part of the full-wave meander amplitude that is odd in \(h\), at \(h=1\) nm, is of order \(10^{-5}\) or less of that for a width change. The printed \(2.9\times10^{-6}\) is a residue of finite \(h\) and discretization, consistent with a first-order slope of zero. What is lost is the mirror symmetry that makes \(r[h]\) even.

Real walls are random, and the quantity wanted is the mean reflected power. Let each wall have zero mean and rms displacement \(\sigma\), with correlation function

\[
\langle f_\pm(z)f_\pm(z+u)\rangle=\sigma^2e^{-|u|/L_c},
\]

and let the correlation between the walls be \(\rho\) times the same function. Expanding the product of two width changes gives two single-wall terms and two cross terms:

\[
\langle w(z)w(z+u)\rangle=2\sigma^2(1-\rho)e^{-|u|/L_c}.
\]

The mean of \(|r_1|^2\) is a double integral over \(z\) and \(z+u\). For a guide of length \(L\gg L_c\), the integral over \(z\) gives \(L\) and the limits on \(u\) may be taken to infinity. With

\[
\int_{-\infty}^{\infty}e^{-|u|/L_c}e^{iqu}du=\frac{2L_c}{1+q^2L_c^2}
\]

at \(q=2\beta\), the mean backscattered power per unit length is

\[
\alpha_b=2K^2\sigma^2(1-\rho)\,\frac{2L_c}{1+(2\beta L_c)^2}.
\]

Walls that meander together have \(\rho=1\) and give zero. Independent walls have \(\rho=0\) and give the sum of two single-wall contributions. Walls in opposition have \(\rho=-1\) and give twice that sum.

Take \(\sigma=1\) nm and \(L_c=50\) nm. Then \(2\beta L_c=1.164\), the last fraction is \(100/2.356=42.4\) nm, and independent walls give

\[
\alpha_b=2(1.348\times10^{-5})^2\times42.4\ \text{nm}^{-1}
=1.54\times10^{-8}\ \text{nm}^{-1}=0.154\ \text{cm}^{-1}.
\]

This is 0.67 dB/cm. To first order a 1 mm guide reflects on average 1.5% of the power. At \(\rho=0.9\), with \(\sigma\) and \(L_c\) held fixed, the rate is 0.067 dB/cm, one tenth of the value for independent walls.

The averaging law was tested on 4000 random wall pairs of length 5 µm. The ratio of the sampled mean to the formula was 0.997 for \(\rho=0.5\) and 1.005 for \(\rho=-0.5\).

For walls that follow each other closely, second-order backscattering sets a floor. It was estimated with full-wave runs on eight random profiles 3 µm long, in which each wall jumps between \(+\sigma\) and \(-\sigma\) with the same correlation length. The meanders returned \(1.0\times10^{-3}\) of the power returned by the same profiles applied as width changes. The first-order rate for \(\rho=-1\) is 0.308 cm⁻¹, so the floor is a few times \(10^{-4}\ \text{cm}^{-1}\). The width term falls to that level when \((1-\rho)/2\) is about \(10^{-3}\) or slightly less, so that \(\rho\) lies one or two thousandths below 1. Eight runs on one type of profile fix an order of magnitude, no more: the ratio scatters by a factor of two or more between such sets. Second-order theory averaged over many profiles gives a ratio of about \(6\times10^{-4}\) for two-level walls and \(8\times10^{-4}\) for Gaussian walls, a floor near \(2\times10^{-4}\ \text{cm}^{-1}\).

The same runs gave a radiation loss of 12.2 dB/cm for the meander and 0.00 dB/cm, to the printed digits, for the width changes. So large a contrast calls for an explanation, and first-order theory supplies one.

Let \(\psi(x)\) be a radiation mode with transverse wavenumber \(k\) outside the slab and longitudinal wavenumber \(k_z\), where \(k^2+k_z^2=n_2^2k_0^2\). Inside the core its transverse wavenumber is \(k_1=\sqrt{k^2+k_0^2\Delta}\). Normalize it by \(\int\psi_k\psi_{k'}dx=\delta(k-k')\). Far outside it is a standing wave on each side, and the two half-lines together contribute \(\pi C^2\delta(k-k')\), where \(C\) is the outer amplitude. Hence \(C^2=1/\pi\).

Projecting the wave equation on \(\psi\) instead of \(\phi\) gives the amplitude of this mode. For a meander and odd \(\psi\), the strips at the two walls add to \(2h\), and

\[
|b_k|=\frac{k_0^2\Delta}{2|k_z|}\,|\phi(a)\psi(a)|\left|\int2h\,e^{i(\beta-k_z)z}dz\right| .
\]

The power carried is proportional to \(|k_z||b_k|^2\), and the incident power, in the same units, to \(\beta N\), with \(N=\int\phi^2dx\). From the definition of \(K\), \(\phi(a)^2/N=2\beta K/(k_0^2\Delta)\). Average over the walls, set \(k=n_2k_0\sin\theta\) and \(k_z=n_2k_0\cos\theta\), so that \(dk/|k_z|=d\theta\) in size, and include both directions of travel. The loss per unit length is

\[
\alpha_r=\frac{2Kk_0^2\Delta}{\pi}\int_0^\pi W(\theta)\,S(\beta-n_2k_0\cos\theta)\,d\theta,
\qquad
S(q)=\frac{2\sigma^2L_c}{1+q^2L_c^2}.
\]

Here \(\theta\) is the angle of emission from the guide axis, and \(W=\psi(a)^2/C^2\) compares the intensity at the wall with the outer amplitude squared. Matching value and slope at the wall gives

\[
W_{\text{odd}}=\frac{1}{1+(k_1/k)^2\cot^2k_1a},\qquad
W_{\text{even}}=\frac{1}{1+(k_1/k)^2\tan^2k_1a}.
\]

The even form applies to the symmetric width change \(f_+=-f_-=h\), for which the strips add in the same way for even \(\psi\).

In the example \(k_1a\) runs from 1.42 at grazing emission to 1.56 at right angles to the guide, close to \(\pi/2=1.571\). Even radiation modes therefore nearly vanish at the walls, where the width changes sit, while odd ones are near their maximum except close to grazing. At \(\theta=15^\circ\), \(45^\circ\) and \(75^\circ\), \(W_{\text{odd}}\) is 0.41, 0.94 and 1.00, whereas \(W_{\text{even}}\) is \(2.7\times10^{-4}\), \(5.8\times10^{-4}\) and \(0.6\times10^{-4}\).

A midpoint sum over these angles and their backward partners gives \(\alpha_r\approx2.6\ \text{cm}^{-1}\), or 11 dB/cm, for the meander; the full integral gives 11.2 dB/cm. The full-wave 12.2 dB/cm is a mean over eight short profiles, and such means scatter by about 1 dB/cm. For the width change it gives about 0.004 dB/cm, which rounds to the printed zero. The near absence of radiation from width changes thus belongs to this slab width and wavelength. It is no general property of width roughness.

For partly correlated walls the centreline \((f_++f_-)/2\) has variance \(\sigma^2(1+\rho)/2\). Independent walls thus radiate about half as much as a full meander, some 6 dB/cm here, well above their 0.67 dB/cm of backscattering. Raising \(\rho\) at fixed \(\sigma\) and \(L_c\) lowers the back-reflection but, in this example, raises the total loss. Radiation also weakens the light on its way in and back. With an attenuation of \(1.4\ \text{cm}^{-1}\), the reflection of 1 mm is multiplied by \((1-e^{-0.28})/0.28\approx0.87\), which brings 1.5% down to about 1.3%.

Set beside silicon waveguides, an rms roughness of 1 nm and a correlation length of 50 nm are plausible rough values for etched sidewalls. The radiation loss found here, about 6 dB/cm for independent walls, is above the few dB/cm or less that good strip guides reach. The model is a tall wall, rough in the same way along its whole height, with the field parallel to the rough surfaces. Common strip guides are wider than they are tall, and their usual mode has its field mainly normal to the sidewalls. That changes the coefficients by an amount this model cannot supply, so its decibel figures should not be carried over to them. For a wall 2 µm high, vertical confinement lowers the effective index by about 0.026, or 0.9%. With \(\kappa\) and \(\gamma\) unchanged, the factors \(\beta^{-2}\) and \([1+(2\beta L_c)^2]^{-1}\) then raise \(\alpha_b\) by about 3%.

For the metrology, the two edges must be recorded at the same positions \(z\) and subtracted before the spectrum is taken. The spectrum of one edge does not contain \(\rho\). In the example the relevant spatial period is \(\pi/\beta=270\) nm. Independent reading errors of rms \(s\) on each edge, sampled at spacing \(\delta z\), add \(2s^2\delta z\) to the width spectrum even when the true width is constant. This floor must be subtracted, or shown to be small, before a residual reflection is assigned to the guide. The remaining figures for the jogs and the random walls are in the numerical output.

## Computed values

```
core index 3.5, cladding index 1.45
width 220 nm, vacuum wavelength 1550 nm
wall rms 1.0 nm, correlation length 50 nm
k0 = 0.004054 1/nm
beta = 0.011643 1/nm, effective index = 2.8721
kappa = 0.008108 1/nm, gamma = 0.010050 1/nm
K, closed form    = 1.34770e-05 1/nm^2
K, overlap        = 1.34770e-05 1/nm^2
K, d(beta)/d(width) = 1.34770e-05 1/nm^2
jog length = 134.9 nm
jog: h (nm), |r| width change 2h, |r| meander, radiated by meander
  1  2.295e-03  2.551e-05  5.117e-05
  2  4.551e-03  1.020e-04  2.047e-04
  4  8.949e-03  4.080e-04  8.182e-04
|r| per nm of h, first-order theory = 2.3151e-03 1/nm
|r| per nm of h, full wave          = 2.3147e-03 1/nm
relative error of complex slope = 2.4e-04
radiated fraction, change with absorber = 1.8 %
two-mode guide, width 400 nm, jog 100 nm, meander h = 1 nm:
  |r| odd to odd = 1.14e-05, even to odd = 1.69e-03
unequal claddings: meander/width first-order ratio = 2.9e-06
2 beta Lc = 1.1643
rho, backscatter (1/cm), (dB/cm), reflected by 1 mm (first order)
  -1.0  0.3084  1.3395  0.03084
   0.0  0.1542  0.6698  0.01542
   0.9  0.0154  0.0670  0.00154
   1.0  0.0000  0.0000  0.00000
Monte Carlo/formula: rho 0.5: 0.997, rho -0.5: 1.005
two-level random walls: 8 runs of 3000 nm
  rms error of first order, width case = 2.1 %
  backscattered power, meander/width = 1.0e-03
  radiation loss, meander = 12.22 dB/cm
  radiation loss, width   = 0.00 dB/cm
wall height 2000 nm: index shift about 0.026, 0.9 %
```
